# Minimax Migration Barriers in Periodic Silica from Union-Find with Winding Vectors: test program

```python
# RESULT UNDER TEST
# Bonds of a periodic cage network are added in order of saddle energy to a
# union-find forest that stores integer cell offsets. The first loop with a
# nonzero winding vector marks the lowest level of unbounded migration; the
# first loop with nonzero z winding marks the level E_z for crossing a film.
# Symbols: bond (i, j, s) joins cage i in cell 0 to cage j in cell s;
# energies = saddle energies (eV); cage = cage energies (eV); beta = 1/(kB T);
# D_zz = (nu/Z) exp(-beta E_z) G, where G is the minimum over periodic
# potentials phi of sum_b exp(-beta (E_b-E_z)) (dz_b + phi_j - phi_i)^2.
# Model: O2 in the cages of ideal beta-cristobalite with random energies.
import itertools
import math
from collections import deque
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

KB = const.k / const.e                      # eV/K
INF = math.inf
DIRECTIONS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
FCC = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]


class WindingForest:
    """Copy (i, offset_i) is connected to copy (root, 0)."""

    def __init__(self, count, heights, period):
        self.parent = list(range(count))
        self.shift = [(0, 0, 0)] * count
        self.size = [1] * count
        self.low = list(heights)
        self.high = list(heights)
        self.period = period
        self.largest = 1
        self.widest = 0

    def find(self, node):
        path = []
        while self.parent[node] != node:
            path.append(node)
            node = self.parent[node]
        total = (0, 0, 0)
        for member in reversed(path):
            t = self.shift[member]
            total = (total[0] + t[0], total[1] + t[1], total[2] + t[2])
            self.shift[member] = total
            self.parent[member] = node
        return node, total

    def add(self, i, j, s):
        """Return None when two clusters merge, else the loop's winding."""
        a, p = self.find(i)
        b, q = self.find(j)
        w = (p[0] + s[0] - q[0], p[1] + s[1] - q[1], p[2] + s[2] - q[2])
        if a == b:
            return w
        if self.size[a] < self.size[b]:
            a, b = b, a
            w = (-w[0], -w[1], -w[2])
        self.parent[b] = a
        self.shift[b] = w
        self.size[a] += self.size[b]
        move = self.period * w[2]
        self.low[a] = min(self.low[a], self.low[b] + move)
        self.high[a] = max(self.high[a], self.high[b] + move)
        self.largest = max(self.largest, self.size[a])
        self.widest = max(self.widest, self.high[a] - self.low[a])
        return None


def scan(count, bonds, energies, heights=None, period=1):
    """Thresholds for wrapping, and for the size and width criteria."""
    heights = [0] * count if heights is None else heights
    forest = WindingForest(count, heights, period)
    rec = dict.fromkeys(("any", "x", "y", "z", "half", "wide"), INF)
    tree = []
    for b in np.argsort(energies, kind="stable"):
        b = int(b)
        level = float(energies[b])
        w = forest.add(*bonds[b])
        if w is None:
            tree.append(b)
        elif any(w):
            rec["any"] = min(rec["any"], level)
            if w[2] and rec["z"] == INF:
                root = forest.find(bonds[b][0])[0]
                rec.update(closing=b, winding=w, tree=list(tree),
                           largest=forest.largest, widest=forest.widest,
                           wrapped=forest.size[root],
                           offsets=[forest.find(k)[1] for k in range(count)])
            for axis, component in zip("xyz", w):
                if component:
                    rec[axis] = min(rec[axis], level)
        if 2 * forest.largest >= count:
            rec["half"] = min(rec["half"], level)
        if forest.widest >= period or rec["z"] < INF:
            rec["wide"] = min(rec["wide"], level)
        if all(rec[k] < INF for k in ("any", "x", "y", "z", "half", "wide")):
            break
    return rec


def cage_network(n):
    """Cages of n*n*n cubic cells; coordinates in quarters of the cube edge."""
    period = 4 * n
    first = [tuple(4 * c + f for c, f in zip(cell, base))
             for cell in itertools.product(range(n), repeat=3) for base in FCC]
    sites = first + [(x + 1, y + 1, z + 1) for x, y, z in first]
    index = {site: k for k, site in enumerate(sites)}
    bonds, jumps = [], []
    for i, site in enumerate(first):
        for d in DIRECTIONS:
            t = [x + y for x, y in zip(site, d)]
            bonds.append((i, index[tuple(x % period for x in t)],
                          tuple(x // period for x in t)))
            jumps.append(d)
    return sites, bonds, np.array(jumps), period


def lift_size(count, bonds, start):
    """Vertices reached in the infinite network, stopped above count."""
    links = [[] for _ in range(count)]
    for i, j, s in bonds:
        links[i].append((j, s))
        links[j].append((i, tuple(-x for x in s)))
    seen = {(start, (0, 0, 0))}
    queue = deque(seen)
    while queue and len(seen) <= count:
        node, cell = queue.popleft()
        for other, s in links[node]:
            copy = (other, tuple(x + y for x, y in zip(cell, s)))
            if copy not in seen:
                seen.add(copy)
                queue.append(copy)
    return len(seen)


def threshold_by_search(count, bonds, energies):
    levels = sorted(set(float(e) for e in energies))

    def unbounded(level):
        kept = [b for b, e in zip(bonds, energies) if e <= level]
        return any(lift_size(count, kept, k) > count for k in range(count))

    if not unbounded(levels[-1]):
        return INF
    low, high = 0, len(levels) - 1
    while low < high:
        middle = (low + high) // 2
        if unbounded(levels[middle]):
            high = middle
        else:
            low = middle + 1
    return levels[low]


def axis_threshold_by_potential(count, bonds, energies, axis):
    """Lowest level at which no potential cancels all cell steps on an axis."""
    for level in sorted(set(float(e) for e in energies)):
        kept = [b for b, e in zip(bonds, energies) if e <= level]
        matrix = np.zeros((len(kept), count))
        for row, (i, j, s) in enumerate(kept):
            matrix[row, j] += 1
            matrix[row, i] -= 1
        steps = np.array([float(b[2][axis]) for b in kept])
        phi = np.linalg.lstsq(matrix, -steps, rcond=None)[0]
        if np.linalg.norm(steps + matrix @ phi) > 1e-7:
            return level
    return INF


def relaxed_stretch(count, bonds, dz, weight):
    tail = np.array([b[0] for b in bonds])
    head = np.array([b[1] for b in bonds])
    lap = np.zeros((count, count))
    rhs = np.zeros(count)
    np.add.at(lap, (tail, tail), weight)
    np.add.at(lap, (head, head), weight)
    np.add.at(lap, (tail, head), -weight)
    np.add.at(lap, (head, tail), -weight)
    np.add.at(rhs, head, -weight * dz)
    np.add.at(rhs, tail, weight * dz)
    phi = np.zeros(count)
    phi[1:] = np.linalg.solve(lap[1:, 1:], rhs[1:])
    return dz + phi[head] - phi[tail]


def conductance(count, bonds, dz, energies, level, beta):
    weight = np.exp(-beta * (energies - level))
    stretch = relaxed_stretch(count, bonds, dz, weight)
    return float(np.sum(weight * stretch**2)), weight * stretch**2


def precise_conductance(count, bonds, dz, energies, level, beta):
    lap = mp.zeros(count, count)
    rhs = mp.zeros(count, 1)
    weight = [mp.exp(-mp.mpf(beta) * (mp.mpf(float(e)) - mp.mpf(level)))
              for e in energies]
    for (i, j, _), c, d in zip(bonds, weight, dz):
        lap[i, i] += c
        lap[j, j] += c
        lap[i, j] -= c
        lap[j, i] -= c
        rhs[j] -= c * mp.mpf(float(d))
        rhs[i] += c * mp.mpf(float(d))
    inner = mp.lu_solve(lap[1:, 1:], rhs[1:, 0])
    phi = [mp.mpf(0)] + list(inner)
    return float(sum(c * (mp.mpf(float(d)) + phi[j] - phi[i])**2
                     for (i, j, _), c, d in zip(bonds, weight, dz)))


def critical_loop(rec, bonds):
    """Closing bond followed by the tree path from its head to its tail."""
    links = {}
    for b in rec["tree"]:
        i, j, _ = bonds[b]
        links.setdefault(i, []).append((j, b, 1))
        links.setdefault(j, []).append((i, b, -1))
    goal, start, _ = bonds[rec["closing"]]
    came = {start: None}
    queue = deque([start])
    while queue:
        node = queue.popleft()
        for other, b, sign in links.get(node, []):
            if other not in came:
                came[other] = (node, b, sign)
                queue.append(other)
    path = []
    node = goal
    while came[node] is not None:
        node, b, sign = came[node]
        path.append((b, sign))
    return [(rec["closing"], 1)] + path[::-1]


def bounds(rec, bonds, energies, beta, edge):
    weight = np.exp(-beta * (energies - rec["z"]))
    loop = critical_loop(rec, bonds)
    lower = (rec["winding"][2] * edge)**2 / sum(1 / weight[b] for b, _ in loop)
    p = rec["offsets"]
    wz = np.array([p[i][2] + s[2] - p[j][2] for i, j, s in bonds])
    assert np.all(wz[energies < rec["z"]] == 0)
    return float(lower), float(np.sum(weight * (edge * wz)**2))


# Model inputs
CUBE = 0.716                 # nm, rough beta-cristobalite cubic edge
TEMPERATURE = 1273.0         # K
ATTEMPT = 1.0e12             # 1/s
CAGE_TOP = 0.4               # eV
SADDLE_LOW, SADDLE_HIGH = 0.6, 2.0
beta = 1 / (KB * TEMPERATURE)
hop = math.sqrt(3) * CUBE / 4
rng = np.random.default_rng(12)


def draw(count, bond_count):
    return (rng.uniform(0, CAGE_TOP, count),
            rng.uniform(SADDLE_LOW, SADDLE_HIGH, bond_count))


# Window geometry: the nearest silicon atoms must form one six-membered ring
silicon = [np.array([4 * c + f + h for c, f in zip(cell, base)], float)
           for cell in itertools.product(range(-1, 3), repeat=3)
           for base in FCC for h in (0, 1)]
centre = np.array([2.5, 2.5, 2.5])
distance = np.array([np.linalg.norm(x - centre) for x in silicon])
ring = [x for x, r in zip(silicon, distance) if r < distance.min() + 1e-9]
pairs = [(i, j) for i, j in itertools.combinations(range(len(ring)), 2)
         if abs(np.sum((ring[i] - ring[j])**2) - 3) < 1e-9]
assert len(ring) == 6 and len(pairs) == 6
assert all(sum(k in pair for pair in pairs) == 2 for k in range(6))
assert lift_size(6, [(i, j, (0, 0, 0)) for i, j in pairs], 0) == 6
oxygen = [np.linalg.norm((ring[i] + ring[j]) / 2 - centre) for i, j in pairs]
assert max(oxygen) - min(oxygen) < 1e-12
window_radius = oxygen[0] * CUBE / 4

# Irregular multigraphs with ties and bonds from a site to its own image
graph_tests = 0
for _ in range(150):
    count = int(rng.integers(3, 8))
    graph = [(int(rng.integers(count)), int(rng.integers(count)),
              tuple(int(x) for x in rng.choice([-1, 0, 1], 3, p=[.15, .7, .15])))
             for _ in range(2 * count)]
    levels = rng.integers(1, 8, len(graph)).astype(float)
    result = scan(count, graph, levels)
    assert result["any"] == threshold_by_search(count, graph, levels)
    for axis, name in enumerate("xyz"):
        assert result[name] == axis_threshold_by_potential(
            count, graph, levels, axis)
    graph_tests += 1

# Small silica cells against explicit search of the infinite network
s_sites, s_bonds, s_jumps, s_period = cage_network(2)
s_count = len(s_sites)
s_heights = [x[2] for x in s_sites]
cell_tests = 0
for _ in range(15):
    _, trial = draw(s_count, len(s_bonds))
    found = scan(s_count, s_bonds, trial, s_heights, s_period)
    assert found["any"] == threshold_by_search(s_count, s_bonds, trial)
    cell_tests += 1

# Diffusivity formula against the small-wavevector decay of the master equation
s_cage, s_energy = draw(s_count, len(s_bonds))
s_dz = s_jumps[:, 2] * CUBE / 4
s_edge = 2 * CUBE
s_rec = scan(s_count, s_bonds, s_energy, s_heights, s_period)
s_G, _ = conductance(s_count, s_bonds, s_dz, s_energy, s_rec["z"], beta)
s_D = math.exp(-beta * s_rec["z"]) * s_G / np.sum(np.exp(-beta * s_cage))
q = 0.03 / s_edge
rates = np.zeros((s_count, s_count), complex)
for (i, j, _), e, d in zip(s_bonds, s_energy, s_dz):
    rates[i, i] -= math.exp(-beta * (e - s_cage[i]))
    rates[j, j] -= math.exp(-beta * (e - s_cage[j]))
    mixed = math.exp(-beta * (e - (s_cage[i] + s_cage[j]) / 2))
    rates[i, j] += mixed * np.exp(1j * q * d)
    rates[j, i] += mixed * np.exp(-1j * q * d)
decay = -np.linalg.eigvalsh(rates)[-1] / q**2
# tolerance covers the fourth-order term in q
assert abs(decay / s_D - 1) < 5e-3

# Low-temperature limit of the apparent saddle level, in high precision
mp.mp.dps = 100
apparent = []
for temp in (TEMPERATURE, 300.0, 100.0):
    bt = 1 / (KB * temp)
    G = precise_conductance(s_count, s_bonds, s_dz, s_energy, s_rec["z"], bt)
    low, high = bounds(s_rec, s_bonds, s_energy, bt, s_edge)
    assert low * (1 - 1e-9) <= G <= high * (1 + 1e-9)
    if temp == TEMPERATURE:
        assert abs(G / s_G - 1) < 1e-7
    apparent.append((temp, s_rec["z"] - math.log(G / hop**2) / bt))
assert abs(apparent[-1][1] - s_rec["z"]) < 6 * KB * 100.0

# Worked example
sites, bonds, jumps, period = cage_network(4)
count = len(sites)
heights = [x[2] for x in sites]
edge = 4 * CUBE
dz = jumps[:, 2] * CUBE / 4
cage, energies = draw(count, len(bonds))
for i, j, _ in bonds[:]:
    assert max(cage[i], cage[j]) < energies.min()
rec = scan(count, bonds, energies, heights, period)
E_z = rec["z"]
loop = critical_loop(rec, bonds)
travel = sum(sign * jumps[b] for b, sign in loop)
assert np.array_equal(travel, period * np.array(rec["winding"]))
assert max(energies[b] for b, _ in loop) == E_z

# A bounded cluster with every cage, and a thin cluster that wraps
forest = WindingForest(count, heights, period)
tree = [b for b in bonds if forest.add(*b) is None]
tree_size = lift_size(count, tree, 0)
assert len(tree) == count - 1 and tree_size == count
assert scan(count, tree, np.arange(len(tree)), heights, period)["any"] == INF
chain, node = [], 0
while True:
    middle = bonds[4 * node][1]
    back = next(4 * k + 3 for k in range(count // 2)
                if bonds[4 * k + 3][1] == middle)
    chain += [bonds[4 * node], bonds[back]]
    node = back // 4
    if node == 0:
        break
chain_sites = len({k for b in chain for k in b[:2]})
thin = scan(count, chain, np.arange(len(chain)), heights, period)
assert thin["any"] == len(chain) - 1 and thin["z"] == INF
assert lift_size(count, chain, 0) > count


# Diffusivity, its bounds and its activation energy
def diffusivity(bt):
    G, power = conductance(count, bonds, dz, energies, E_z, bt)
    boltz = np.exp(-bt * cage)
    D = ATTEMPT * math.exp(-bt * E_z) * G / boltz.sum() * 1e-14    # cm^2/s
    mean_saddle = float(np.sum(power * energies) / power.sum())
    mean_cage = float(np.sum(boltz * cage) / boltz.sum())
    return D, G, mean_saddle, mean_cage


D, G, mean_saddle, mean_cage = diffusivity(beta)
activation = mean_saddle - mean_cage
h = 1e-4 * beta
slope = -(math.log(diffusivity(beta + h)[0])
          - math.log(diffusivity(beta - h)[0])) / (2 * h)
assert abs(slope - activation) < 1e-5
for temp in (TEMPERATURE, 800.0):
    bt = 1 / (KB * temp)
    low, high = bounds(rec, bonds, energies, bt, edge)
    assert low <= diffusivity(bt)[1] <= high
G_low, G_high = bounds(rec, bonds, energies, beta, edge)

# Ensemble: cell size, false verdicts, and two changes of the model
CLOSED = 0.2
table, closed_shift, correlated_shift = [], [], []
for n, samples in ((2, 60), (4, 60), (8, 20)):
    e_sites, e_bonds, _, e_period = cage_network(n)
    e_heights = [x[2] for x in e_sites]
    records = []
    for _ in range(samples):
        e_cage, e_energy = draw(len(e_sites), len(e_bonds))
        r = scan(len(e_sites), e_bonds, e_energy, e_heights, e_period)
        records.append(r)
        if n == 4:
            shut = e_energy + 10.0 * (rng.random(len(e_bonds)) < CLOSED)
            closed_shift.append(scan(len(e_sites), e_bonds, shut,
                                     e_heights, e_period)["z"] - r["z"])
            mean_pair = np.array([(e_cage[i] + e_cage[j]) / 2
                                  for i, j, _ in e_bonds])
            tied = e_energy + mean_pair - CAGE_TOP / 2
            correlated_shift.append(scan(len(e_sites), e_bonds, tied,
                                         e_heights, e_period)["z"] - r["z"])
    z = np.array([r["z"] for r in records])
    table.append((n, samples, z.mean(), z.std(ddof=1),
                  sum(r["half"] < r["z"] for r in records),
                  sum(r["half"] > r["z"] for r in records),
                  sum(r["wide"] < r["z"] for r in records)))
assert min(closed_shift) >= 0

# Other neglected effects
VIBRATION = 0.1              # eV, rough rms fluctuation of a saddle
lowering = beta * VIBRATION**2 / 2
average = quad(lambda x: math.exp(-beta * x - x**2 / (2 * VIBRATION**2))
               / (VIBRATION * math.sqrt(2 * math.pi)), -1.2, 1.0,
               points=[-0.1, 0.0])[0]
assert abs(math.log(average) / beta - lowering) < 1e-6
wigner = (const.h * ATTEMPT / (const.k * TEMPERATURE))**2 / 24
OXYGEN = 5e16                # 1/cm^3, rough dissolved O2 at one atmosphere
share = np.exp(-beta * cage)
occupation = OXYGEN * (edge * 1e-7)**3 * share.max() / share.sum()

hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"cubic edge {CUBE:.3f} nm, cell edge {edge:.3f} nm")
print(f"cages {count}, windows {len(bonds)}, hop length {hop:.3f} nm")
print(f"window centre to ring oxygen nuclei: {window_radius:.3f} nm")
print(f"cage energies 0 to {CAGE_TOP} eV")
print(f"saddle energies {SADDLE_LOW} to {SADDLE_HIGH} eV")
print(f"temperature {TEMPERATURE:.0f} K, kT {1/beta:.4f} eV")
print(f"attempt frequency {ATTEMPT:.1e} 1/s")
print(f"irregular graphs checked {graph_tests}, small cells {cell_tests}")
print(f"first wrapping in any direction {rec['any']:.4f} eV")
print(f"x and y wrapping levels {rec['x']:.4f}, {rec['y']:.4f} eV")
print(f"z wrapping level E_z {E_z:.4f} eV = {E_z/hartree:.5f} hartree")
print(f"windows open at E_z: {np.mean(energies <= E_z):.4f} of all")
print(f"closing winding vector {rec['winding']}")
print(f"critical loop: {len(loop)} hops, length {len(loop)*hop:.2f} nm")
print(f"cages in z-wrapping cluster {rec['wrapped']}")
print(f"largest cluster at z closure {rec['largest']} cages")
print(f"greatest unwrapped z width before closure "
      f"{rec['widest']*CUBE/4:.3f} nm")
print(f"half-of-cages criterion fires at {rec['half']:.4f} eV")
print(f"width criterion fires at {rec['wide']:.4f} eV")
print(f"bounded spanning tree: {tree_size} cages")
print(f"wrapping zigzag chain: {chain_sites} cages")
print(f"lowest cage energy {cage.min():.4f} eV")
print(f"low-temperature barrier E_z - lowest cage {E_z-cage.min():.4f} eV")
print(f"dissipation-weighted saddle energy {mean_saddle:.4f} eV")
print(f"thermal mean cage energy {mean_cage:.4f} eV")
print(f"activation energy at {TEMPERATURE:.0f} K: {activation:.4f} eV")
print(f"D_zz {D:.3e} cm^2/s")
print(f"G {G:.4f} nm^2, bounds {G_low:.5f} and {G_high:.3f} nm^2")
print(f"small cell: E_z {s_rec['z']:.4f} eV")
print(f"small cell: D_zz formula/master equation {s_D/decay:.6f}")
for temp, value in apparent:
    print(f"small cell: apparent saddle level at {temp:.0f} K {value:.4f} eV")
for n, samples, mean, spread, early, late, wide in table:
    print(f"edge {n*CUBE:.3f} nm, {samples} samples: "
          f"E_z mean {mean:.4f}, s.d. {spread:.4f} eV")
    print(f"  half-size test early {early}, late {late}; width early {wide}")
print(f"closing {CLOSED:.0%} of windows: mean E_z shift "
      f"{np.mean(closed_shift):+.4f} eV")
print(f"cage-saddle correlation: mean E_z shift "
      f"{np.mean(correlated_shift):+.4f} eV, "
      f"s.d. {np.std(correlated_shift, ddof=1):.4f} eV")
print(f"window vibration {VIBRATION} eV rms: saddle lowering "
      f"{lowering:.4f} eV")
print(f"tunnelling correction to rate (relative) {wigner:.2e}")
print(f"dissolved O2 {OXYGEN:.1e} 1/cm^3 (rough)")
print(f"mean occupation of deepest cage {occupation:.2e}")
print("finished without a failed check")
```

Output:

```
cubic edge 0.716 nm, cell edge 2.864 nm
cages 512, windows 1024, hop length 0.310 nm
window centre to ring oxygen nuclei: 0.253 nm
cage energies 0 to 0.4 eV
saddle energies 0.6 to 2.0 eV
temperature 1273 K, kT 0.1097 eV
attempt frequency 1.0e+12 1/s
irregular graphs checked 150, small cells 15
first wrapping in any direction 1.1570 eV
x and y wrapping levels 1.2091, 1.1570 eV
z wrapping level E_z 1.1880 eV = 0.04366 hartree
windows open at E_z: 0.4219 of all
closing winding vector (0, 1, -1)
critical loop: 32 hops, length 9.92 nm
cages in z-wrapping cluster 323
largest cluster at z closure 323 cages
greatest unwrapped z width before closure 3.401 nm
half-of-cages criterion fires at 1.1775 eV
width criterion fires at 1.0889 eV
bounded spanning tree: 512 cages
wrapping zigzag chain: 16 cages
lowest cage energy 0.0026 eV
low-temperature barrier E_z - lowest cage 1.1855 eV
dissipation-weighted saddle energy 1.2290 eV
thermal mean cage energy 0.1003 eV
activation energy at 1273 K: 1.1287 eV
D_zz 2.521e-08 cm^2/s
G 17.3715 nm^2, bounds 1.56950 and 111.876 nm^2
small cell: E_z 1.2222 eV
small cell: D_zz formula/master equation 1.000049
small cell: apparent saddle level at 1273 K 0.8362 eV
small cell: apparent saddle level at 300 K 1.1393 eV
small cell: apparent saddle level at 100 K 1.1958 eV
edge 1.432 nm, 60 samples: E_z mean 1.2097, s.d. 0.1102 eV
  half-size test early 52, late 8; width early 58
edge 2.864 nm, 60 samples: E_z mean 1.1674, s.d. 0.0463 eV
  half-size test early 38, late 22; width early 60
edge 5.728 nm, 20 samples: E_z mean 1.1517, s.d. 0.0225 eV
  half-size test early 0, late 20; width early 20
closing 20% of windows: mean E_z shift +0.1471 eV
cage-saddle correlation: mean E_z shift -0.0065 eV, s.d. 0.0351 eV
window vibration 0.1 eV rms: saddle lowering 0.0456 eV
tunnelling correction to rate (relative) 5.92e-05
dissolved O2 5.0e+16 1/cm^3 (rough)
mean occupation of deepest cage 8.41e-06
finished without a failed check
```
